# Exchange-Bias Field of a Ferromagnetic Film on a Rigid Antiferromagnet

## Problem

A ferromagnetic film of thickness $t=5$ nm and magnetization $M=1\times10^{6}$ A/m lies on an antiferromagnet. The antiferromagnet is rigid: its interface moments keep their direction, called $+x$, whatever the film does. The film is magnetized uniformly, in its plane, at an angle $\varphi$ from $+x$. The coupling across the interface has the energy per area

$$e_{\rm int}(\varphi)=-J\cos\varphi,\qquad J=0.1\ \text{mJ/m}^2 .$$

A field $H$ is applied along the $x$ axis and swept between large positive and large negative values. By how much is the centre of the hysteresis loop displaced from zero field, and in which direction?

Fields are given as $B=\mu_0H$ in tesla. This $B$ describes the applied field, not the total flux density inside the film.

## A tempting solution

The interface holds the film in place with an energy $J$ per area. To reverse the film, the field has to supply that energy. A film with moment per area $Mt$ has the Zeeman energy $-BMt$ when it points along $+x$ and $+BMt$ when it points along $-x$. Reversal therefore changes the Zeeman energy by an amount of magnitude $2|B|Mt$. Setting this equal to the interface energy gives

$$2|B|Mt=J\quad\Rightarrow\quad |B|=\frac{J}{2Mt}=\frac{1\times10^{-4}\ \text{J/m}^2}{2\times 5\times10^{-3}\ \text{A}}=10\ \text{mT}.$$

The units are right and the size is plausible, but the answer is wrong.

## Where it fails

The left side of the balance is a difference between two states. The right side is an amplitude, the energy of one state measured from the zero of the cosine. The two sides do not describe the same process.

When the film turns from $\varphi=0$ to $\varphi=\pi$, the interface energy goes from $-J$ to $+J$. Its change is

$$e_{\rm int}(\pi)-e_{\rm int}(0)=J-(-J)=2J=0.2\ \text{mJ/m}^2 .$$

The cosine changes sign in both energies, so both acquire a factor of two, and the factors cancel. The tempting solution kept one and lost the other.

There is also a gap in the reasoning. Equal energy of two states does not make the film switch between them, because an energy barrier may separate them. A balance of energies gives the loop centre only if the barrier delays the two reversals equally. That has to be shown, and it requires the energy at all angles.

## The energy of the film

The Zeeman energy per volume is $-\mu_0\mathbf M\cdot\mathbf H=-BM\cos\varphi$. Multiplication by $t$ turns it into an energy per area. The film is also given a uniaxial anisotropy of strength $K>0$ with its easy axis along $x$, which costs $K\sin^2\varphi$ per volume. The demagnetizing energy of an extended film is the same for all in-plane directions and is dropped. The total is

$$e(\varphi)=-BMt\cos\varphi+Kt\sin^2\varphi-J\cos\varphi .$$

The first and last terms have the same dependence on angle. Taking out the common factor $Mt\cos\varphi$ gives

$$e(\varphi)=-bMt\cos\varphi+Kt\sin^2\varphi,\qquad b=B+\frac{J}{Mt}. \tag{1}$$

The film thus behaves like a free film in the field $b$. The rigid antiferromagnet acts as a constant additional field $J/(Mt)$ along $+x$. The thickness appears in the denominator because the coupling energy belongs to the interface, while the moment on which the field acts grows with the volume.

## The two reversals

At zero temperature the film stays in a local energy minimum until that minimum disappears. The first derivative of (1) is

$$e'(\varphi)=bMt\sin\varphi+2Kt\sin\varphi\cos\varphi
=t\sin\varphi\,(bM+2K\cos\varphi).$$

It vanishes at $\varphi=0$, at $\varphi=\pi$, and, if $|b|<2K/M$, at the intermediate angle with $\cos\varphi=-bM/(2K)$. The second derivative is

$$e''(\varphi)=bMt\cos\varphi+2Kt\cos2\varphi .$$

At the intermediate angle, write $c=\cos\varphi$, so that $bM=-2Kc$. With $\cos2\varphi=2c^2-1$,

$$e''=-2Ktc^2+2Kt(2c^2-1)=-2Kt(1-c^2)<0 .$$

This point is a maximum, the top of the barrier. The film can rest only at $\varphi=0$ or $\varphi=\pi$, where

$$e''(0)=t(2K+bM),\qquad e''(\pi)=t(2K-bM).$$

Start at large positive field with $\varphi=0$ and lower the field. The state is stable while $b>-2K/M$. At the threshold $b=-2K/M$ the second derivative vanishes, and the full energy decides:

$$e=2Ktc+Kt(1-c^2)=Kt\left[2-(1-c)^2\right].$$

This falls as $c$ decreases from 1, so the film leaves $\varphi=0$ and runs to $\varphi=\pi$. On the way back, the state $\varphi=\pi$ is stable while $b<2K/M$, and the same argument with $b$ and $c$ reversed in sign sends the film to $\varphi=0$ at $b=2K/M$. In terms of the applied field, $B=b-J/(Mt)$, the reversals occur at

$$B_{\rm down}=-\frac{J}{Mt}-\frac{2K}{M},\qquad
B_{\rm up}=-\frac{J}{Mt}+\frac{2K}{M}.$$

Half their sum is the centre and half their difference is the half-width:

$$B_{\rm EB}=\frac{B_{\rm down}+B_{\rm up}}{2}=-\frac{J}{Mt},\qquad
B_{\rm c}=\frac{B_{\rm up}-B_{\rm down}}{2}=\frac{2K}{M}. \tag{2}$$

The anisotropy has dropped out of the centre. With a rigid antiferromagnet, the coupling sets the shift through $J/(Mt)$, and the film's own anisotropy sets the width.

## The answer in numbers

The moment per area is

$$Mt=(1\times10^{6}\ \text{A/m})(5\times10^{-9}\ \text{m})=5\times10^{-3}\ \text{A},$$

and therefore

$$|B_{\rm EB}|=\frac{1\times10^{-4}\ \text{J/m}^2}{5\times10^{-3}\ \text{A}}=0.020\ \text{T}=20\ \text{mT}.$$

The unit follows from $1\ \text{T}=1\ \text{J/(A m}^2)$. Expressed as a magnetic field strength, the result is $|B_{\rm EB}|/\mu_0=15.9$ kA/m.

The loop is displaced towards negative fields. The interface favours $+x$, so a field along $-x$ is needed to cancel its effect. If the coupling favoured antiparallel alignment, $J$ would be negative and the loop would move by 20 mT the other way.

## What the energy balance does give

The corrected balance sets the energies of the two saturated states equal:

$$e(0)-e(\pi)=-(BMt+J)-(BMt+J)=-2(BMt+J)=0 .$$

It gives $B=-J/(Mt)=-20$ mT, the loop centre. The reason is a symmetry of (1): replacing $\varphi$ by $\pi-\varphi$ and $b$ by $-b$ leaves the energy unchanged. The barriers show this explicitly. At the top, $c=-bM/(2K)$, the energy is

$$e_{\rm top}=\frac{b^2M^2t}{2K}+Kt-\frac{b^2M^2t}{4K}
=Kt+\frac{b^2M^2t}{4K}.$$

Subtracting $e(0)=-bMt$ or $e(\pi)=+bMt$ gives the heights seen from the two sides:

$$\Delta_{0}=Kt\left(1+\frac{bM}{2K}\right)^2,\qquad
\Delta_{\pi}=Kt\left(1-\frac{bM}{2K}\right)^2 .$$

The barrier against leaving $\varphi=0$ at field $b$ equals the barrier against leaving $\varphi=\pi$ at field $-b$. Both reversals are delayed by the same amount on opposite sides of $b=0$. This closes the gap in the balance argument.

The wrong answer of 10 mT is the right answer to a different question. Suppose that 0.1 mJ/m² were the full energy difference between antiparallel and parallel alignment. Then $2J$ would be 0.1 mJ/m², $J$ would be 0.05 mJ/m², and the shift would be 10 mT. A quoted interface energy therefore needs its definition before it is put into (2).

## The loop as a whole

To see a complete loop, take $K=5$ kJ/m³. The half-width is then

$$\frac{2K}{M}=\frac{2\times5\times10^{3}\ \text{J/m}^3}{1\times10^{6}\ \text{A/m}}=10\ \text{mT},$$

and the reversals should lie at $-30$ and $-10$ mT. The loop can also be traced numerically without the stability conditions. The energy is evaluated at angles one degree apart, the field is changed in steps of 0.02 mT, and after each step the state moves downhill until no neighbouring angle has a lower energy. The table gives the results for this film and for films with one parameter changed, in mT.

| Film | Down | Up | Centre | Half-width |
|---|---|---|---|---|
| reference | −30.0 | −10.0 | −20.0 | 10.0 |
| $J$ halved | −20.0 | 0.0 | −10.0 | 10.0 |
| $t$ doubled | −20.0 | 0.0 | −10.0 | 10.0 |
| $M$ halved | −60.0 | −20.0 | −40.0 | 20.0 |
| $K$ tripled | −50.0 | 10.0 | −20.0 | 30.0 |

Halving $J$ and doubling $t$ give the same loop, because the two enter only through $J/t$. Halving $M$ doubles both shift and width: the same energies now act on a smaller moment, and a larger field is needed to compete with them. Tripling $K$ widens the loop about an unchanged centre.

The first reversal of the reference film, at $-30$ mT, is not the exchange-bias field. It contains the shift and the half-width together. One branch of a loop cannot separate them.

Both reversals of the reference film lie at negative field, so at $B=0$ the state $\varphi=0$ is the only stable one. The film returns to $+x$ whenever the field is removed, as is wanted of a reference layer in a spin valve. The condition is $B_{\rm up}<0$:

$$\frac{2K}{M}<\frac{J}{Mt}\quad\Longleftrightarrow\quad t<\frac{J}{2K}
=\frac{1\times10^{-4}\ \text{J/m}^2}{1\times10^{4}\ \text{J/m}^3}=10\ \text{nm}.$$

The 5 nm film meets it. The film of doubled thickness sits at the limit, which is why its upper reversal falls at zero field. With $K$ tripled the limit drops to 3.3 nm, and the 5 nm film has two stable states at $B=0$ although its loop is shifted by the same 20 mT.

## When the antiferromagnet can turn

Rigidity is an assumption about energies. Let the antiferromagnet rotate as a unit by an angle $\alpha$ from $+x$, at an anisotropy cost $A\sin^2\alpha$ per area. The coupling now depends on the relative angle. To isolate the effect of the antiferromagnet, set $K=0$:

$$e(\varphi,\alpha)=-BMt\cos\varphi-J\cos(\varphi-\alpha)+A\sin^2\alpha .$$

Both derivatives vanish in equilibrium:

$$BMt\sin\varphi+J\sin(\varphi-\alpha)=0,\qquad
A\sin2\alpha=J\sin(\varphi-\alpha). \tag{3}$$

**Stiff case, $A>J$.** The torque that drives $\alpha$ upwards is $-\partial e/\partial\alpha=J\sin(\varphi-\alpha)-A\sin2\alpha$. At $\alpha=45^\circ$ it is at most $J-A<0$, whatever the film does. At $\alpha=-45^\circ$ it is at least $A-J>0$. An antiferromagnet that starts at $\alpha=0$ and moves in the direction of the torque on it therefore stays between these angles. It cannot be reversed, and its memory of $+x$ survives every sweep.

The film has zero magnetization along $x$ when $\varphi=\pi/2$. Then $\sin(\varphi-\alpha)=\cos\alpha$, and (3) becomes

$$BMt=-J\cos\alpha,\qquad 2A\sin\alpha\cos\alpha=J\cos\alpha .$$

Because $|\alpha|<45^\circ$, $\cos\alpha$ is positive and may be divided out. This leaves $\sin\alpha=J/(2A)$, and so

$$B=-\frac{J}{Mt}\sqrt{1-\left(\frac{J}{2A}\right)^2}. \tag{4}$$

This state is stable. Its second derivatives are $e_{\varphi\varphi}=J\sin\alpha$, $e_{\varphi\alpha}=-J\sin\alpha$ and $e_{\alpha\alpha}=2A\cos2\alpha+J\sin\alpha$, with the determinant

$$e_{\varphi\varphi}e_{\alpha\alpha}-e_{\varphi\alpha}^2=2AJ\sin\alpha\cos2\alpha>0 .$$

For $A\gg J$ the square root tends to 1 and the rigid result returns. The leading relative loss is $J^2/(8A^2)$, which is quadratic, so for the shift moderate stiffness is enough. For $A=5J=0.5$ mJ/m² the antiferromagnet is turned by 5.7° at zero magnetization and the shift is 19.9 mT, a loss of 0.5% relative to 20 mT. For $A=1.5J=0.15$ mJ/m² the angle is 19.5° and the shift 18.9 mT, a loss of about 6%. Sweeps in which both angles relax by small steepest-descent steps give the same shifts, with the same zero crossing in both sweep directions. Equation (4) and these numbers hold for $K=0$. A film with its own anisotropy can jump past $\varphi=\pi/2$ instead of resting there, and its loop centre then need not follow (4). For $K=5$ kJ/m³ and $A=5J$ the states $(\varphi,\alpha)=(0,0)$ and $(\pi,0)$ lose their stability at $B=-\frac{2K}{M}-\frac{J}{Mt}\frac{2A}{2A+J}=-28.2$ mT and $B=\frac{2K}{M}-\frac{J}{Mt}\frac{2A}{2A-J}=-12.2$ mT, and the film reverses at these fields. The centre is $-20.2$ mT, slightly beyond the rigid value, while the half-width has dropped from 10 to 8.0 mT.

**Soft case, $A<J/2$.** With the film saturated along $-x$, $\varphi=\pi$, the unturned antiferromagnet has

$$\left.\frac{\partial^2e}{\partial\alpha^2}\right|_{\varphi=\pi,\,\alpha=0}=2A-J<0 .$$

It is unstable and follows the film to $\alpha=\pi$. The return sweep then starts from the mirror image of the first starting state. Adding $\pi$ to both angles and reversing $B$ leaves the energy unchanged, so the return sweep mirrors the first one and the loop is centred at zero.

For $A=0.4J$ the relaxation sweeps cross zero magnetization at $-9.0$ and $+9.0$ mT. The loop has a width although the film has no anisotropy of its own. The width comes from the antiferromagnet, which must be dragged over its barrier in each reversal. A lower bound on the half-width follows from the stability of $\varphi=\alpha=0$. The film cannot begin to turn before this stability is lost, which happens when the determinant of second derivatives vanishes:

$$(BMt+J)(2A+J)-J^2=0\quad\Rightarrow\quad B=-\frac{J}{Mt}\,\frac{2A}{2A+J}.$$

For $A=0.4J$ this is $-(0.8/1.8)\times20\ \text{mT}=-8.9$ mT. The film begins to turn at this field, and it may turn gradually before it jumps, so zero magnetization is reached at this field or beyond it. The crossing found at −9.0 mT, with field steps of 0.4 mT, is consistent with this bound.

Between $J/2$ and $J$ neither argument applies directly. The second equation of (3) gives $|\sin(\varphi-\alpha)|\le A/J<1$, so along a continuous series of equilibria the film cannot turn more than 90° away from the antiferromagnet. In slow sweeps to large fields the antiferromagnet is dragged round in this range too, and the loop is centred at zero: for $A=0.8J$ the magnetization crosses zero at $-15.6$ and $+15.6$ mT. For slow sweeps with $K=0$ the threshold of the model thus lies at $A=J$. A sudden jump to a large reverse field can still leave the antiferromagnet unturned in this range. If the antiferromagnet has anisotropy $K_{\rm AF}$ per volume and turns uniformly through its thickness $t_{\rm AF}$, then $A=K_{\rm AF}t_{\rm AF}$. The stiff condition becomes $t_{\rm AF}>J/K_{\rm AF}$. In this model a thinner layer loses its direction in a slow full sweep, and the shift with it. The condition applies to uniform rotation at zero temperature; in a real layer, thermal activation can reverse parts of the antiferromagnet even when it is met.

## What the 20 mT rests on

The result holds for coherent rotation, one value of $J$ over the whole interface, and interface moments that do not change during the sweep. Thermal activation of the film alone would let it cross its barrier early and narrow the loop. If the escape rates depend only on the energy profile and both sweeps have the same rate, the symmetry of (1) keeps the centre in place. Thermal reversal of parts of the antiferromagnet is different, since it changes the interface moments themselves.

Equation (2) can also be read backwards, $J=|B_{\rm EB}|Mt$, to turn a measured shift into an interface energy. In a real bilayer, the value obtained is an effective one. It includes any cancellation between interface regions of opposite sign and any turning of the antiferromagnet, so it need not equal the coupling at a perfect interface.
